\section*{When repulsion orders interstitial oxygen into layers in hexagonal titanium}

\section{What symmetry and dimensions fix}

Oxygen dissolved in alpha titanium occupies octahedral holes, one per metal atom. Let $x$ be the filled fraction, so that $x=\mathrm{O/Ti}$, and let $n_i=0$ or $1$ be the occupation of hole $i$. The holes form straight columns along $c$. The model keeps three pair energies, positive for repulsion: $V_1$ between neighbours in a column, $V_2$ between neighbours in a layer, and $V_3$ between diagonal neighbours in adjacent layers. They are taken as independent of temperature and composition, on a rigid lattice in equilibrium.

The energies and $k_BT$ are the only dimensional quantities that enter the statistics, so an ordering temperature must have the form
\begin{equation}
k_BT_c=V_1\,\Phi\!\left(x,\frac{V_2}{V_1},\frac{V_3}{V_1}\right).
\end{equation}
Multiplying every pair energy by one factor multiplies $T_c$ by that factor. Exchanging filled and empty holes, $n_i=1-m_i$, gives $Vn_in_j=V(1-m_i-m_j+m_im_j)$. The constant and linear terms only shift the energy zero and the chemical potential. Hence $T_c$ is the same at $x$ and $1-x$.

Let alternate layers have occupations $x+\eta$ and $x-\eta$. A shift of the hole lattice by one layer reverses $\eta$, so the energy is even in $\eta$. A hole has 2 column, 6 in-plane and 12 diagonal neighbours. For uncorrelated occupations, pairs within a layer average to $x^2+\eta^2$ and pairs in adjacent layers to $x^2-\eta^2$. With a factor $1/2$ against double counting, the energy per hole is
\begin{equation}
E=E_0-\tfrac12(2V_1+L)\eta^2,\qquad L=12V_3-6V_2 .
\label{eq:L}
\end{equation}
Column and diagonal repulsion favour layers; in-plane repulsion opposes them. Repulsion as such therefore does not settle the matter. Nor can $V_1$ do so alone: without $V_2$ and $V_3$ the columns are independent, and nothing makes their rich sites lie in the same layers.

The sign of $L$ has a simple meaning at $x=1/2$. Take two adjacent columns, each perfectly alternating. If their filled holes lie in the same layers, each oxygen has one in-plane neighbour in the other column, with energy $V_2$. If they are out of step, it has two diagonal neighbours, with energy $2V_3$. Alignment wins when $2V_3>V_2$. Each column has six neighbouring columns, and $6(2V_3-V_2)=L$.

\section{Why plain mean field is not enough}

In hexagonal close packing the octahedral holes lie directly above one another, $c/2$ apart. The three distances are $c/2$, $a$ and $\sqrt{a^2+c^2/4}$. With rough lengths $a=0.295$ nm and $c=0.468$ nm they are 0.234, 0.295 and 0.377 nm.

Plain mean field replaces all neighbours of a hole by their average occupations. In layer $z$ the alternating part of the site energy is then $-(-1)^z(2V_1+L)\eta$. An isolated site of energy $\epsilon$ has occupation $n=[1+e^{(\epsilon-\mu)/k_BT}]^{-1}$, with $\mu$ the chemical potential, so that $dn/d\epsilon=-n(1-n)/k_BT$. For small $\eta$,
\begin{equation}
\eta=\frac{x(1-x)}{k_BT}(2V_1+L)\eta
\quad\Rightarrow\quad
k_BT_{\mathrm{plain}}=x(1-x)(2V_1+L).
\label{eq:plain}
\end{equation}
This gives a transition even for $V_2=V_3=0$, where the columns are independent. The remedy is to treat each column exactly and to keep the mean field for the coupling between columns.

\section{An exact column}

Write $w=e^{-V_1/k_BT}$ and $\zeta=e^{\mu/k_BT}$. Sharing each site factor between its two bonds gives a bond the weight $T_{nn'}=\zeta^{(n+n')/2}w^{nn'}$. In a long column, the sum over all sites on either side of a bond contributes a component of the leading eigenvector $\phi$ of this symmetric matrix. With $\Lambda$ its eigenvalue and $\phi$ normalized, the probability of a neighbouring pair is $y_{nn'}=\phi_nT_{nn'}\phi_{n'}/\Lambda$. The factors $\phi$, $\Lambda$ and $\zeta$ cancel in
\begin{equation}
\frac{y_{11}y_{00}}{y_{10}^2}=\frac{T_{11}T_{00}}{T_{10}^2}=w .
\end{equation}
Let $q=y_{10}=y_{01}$ and $p=x(1-x)$. Since $y_{11}+y_{10}=x$ and $y_{00}+y_{10}=1-x$,
\begin{align}
(x-q)(1-x-q)&=wq^2,\\
(1-w)q^2-q+p&=0,\\
q=\frac{1-\beta}{2(1-w)}&=\frac{2p}{1+\beta},\\
\beta^2=1-4p(1-w)&=(1-2x)^2+4x(1-x)e^{-V_1/k_BT}.
\label{eq:beta}
\end{align}
The root is the one that gives the uncorrelated value $q=p$ when $w=1$. The second form of $q$ uses $1-\beta^2=4p(1-w)$.

The correlation of neighbouring occupations is $y_{11}-x^2=p-q$. Divided by the variance $p$, it is
\begin{equation}
\lambda=1-\frac qp=1-\frac{2}{1+\beta}=\frac{\beta-1}{\beta+1}.
\end{equation}
It is negative for repulsion. Given one occupation, the next site does not depend on earlier ones. Its mean deviation from $x$ is a function of a two-valued variable and averages to zero, so it equals $\lambda(n-x)$. Repeating this step gives the correlation $p\lambda^{|r|}$ at separation $r$. The alternating sum is
\begin{equation}
p\sum_{r=-\infty}^{\infty}(-1)^r\lambda^{|r|}
=p\left(1-\frac{2\lambda}{1+\lambda}\right)
=p\,\frac{1-\lambda}{1+\lambda}=\frac p\beta .
\label{eq:sum}
\end{equation}
The same sum without alternating signs is $p\beta$. Repulsion thus strengthens the response to an alternating field and weakens the response to a uniform one. At any $T>0$ and $0<x<1$, $\beta$ is positive and the alternating response is finite, so an isolated column has no long-range order.

\section{The ordering temperature}

The neighbouring columns give a hole the alternating energy $-(-1)^zL\eta$. To first order in a perturbation, the change of an occupation is the summed correlation times the field divided by $k_BT$. Equation (\ref{eq:sum}) then gives $\eta=(p/\beta)L\eta/k_BT$. A nonzero $\eta$ first becomes possible at
\begin{equation}
k_BT_c\,\beta(T_c)=x(1-x)L .
\label{eq:main}
\end{equation}
For $V_1>0$, $\beta$ rises with temperature, so the left side rises from zero without limit. There is one solution if $L>0$ and none if $L\le0$. Equation (\ref{eq:main}) is exact within a column and approximate between columns.

At half filling $\beta=e^{-V_1/2k_BT}$. With $y=V_1/(2k_BT_c)$, equation (\ref{eq:main}) becomes
\begin{equation}
\frac{V_1}{2y}e^{-y}=\frac L4,\qquad ye^y=\frac{2V_1}{L},\qquad
k_BT_c=\frac{V_1}{2W(2V_1/L)},
\label{eq:half}
\end{equation}
where the Lambert function $W(s)$ solves $We^W=s$. The logarithm of the first relation is $\ln T_c-y=\ln L+\text{constant}$, and $dy=y(d\ln V_1-d\ln T_c)$. Therefore
\begin{equation}
d\ln T_c=\frac{1}{1+y}\,d\ln L+\frac{y}{1+y}\,d\ln V_1 .
\label{eq:sens}
\end{equation}
The two coefficients add to one, as the dimensional argument requires.

Two limits show what the column repulsion does. For $V_1\ll L$ at half filling, expanding $k_BT_c=(L/4)e^{V_1/2k_BT_c}$ gives $L/4+V_1/2$ to first order in $V_1$, which is the plain mean-field result. For very strong $V_1$ at fixed $x<1/2$, $w$ vanishes, $\beta=1-2x$, and
\begin{equation}
k_BT_c\rightarrow\frac{x(1-x)}{1-2x}L .
\label{eq:limit}
\end{equation}
Since $\beta\geq1-2x$, this is also an upper limit of the formula. Once neighbouring column sites are never both filled, more repulsion has no further effect. Column repulsion amplifies the lateral coupling but cannot replace it.

\section{How large: a worked case}

Take $V_1=0.15$ eV and $V_2=V_3=0.02$ eV, round parameters chosen to give ordering at several hundred kelvin in oxygen-rich titanium. Then $L=12(0.02)-6(0.02)=0.12$ eV: with equal lateral energies, the diagonals win by number.

At $x=1/2$, the composition Ti$_2$O, $2V_1/L=2.5$ and $W(2.5)=0.959$. Hence
\begin{equation}
k_BT_c=\frac{0.15}{2(0.959)}=0.078\ \mathrm{eV},\qquad T_c=908\ \mathrm K .
\end{equation}
The sensitivities (\ref{eq:sens}) are 0.51 to $L$ and 0.49 to $V_1$. With $V_1$ fixed, reducing $L$ tenfold lowers $T_c$ to 369 K, and a hundredfold to 212 K. The fall is slow because long correlated stretches of column respond together, but $T_c$ does tend to zero with $L$. Plain mean field gives 1218 K, and would still give 870 K for $V_1$ alone.

At $x=1/3$ the formula gives 713 K, against a limit (\ref{eq:limit}) of 928 K. At $x=1/6$ it gives 290 K. The fall with dilution reflects both the smaller $x(1-x)$ and the weaker amplification: $1/\beta$ at $T_c$ is 2.6, 2.3 and 1.5 for $x=1/2$, $1/3$ and $1/6$.

\subsection{Does another pattern form first?}

Consider a density wave with phase change $\theta$ per layer, and let $\gamma$ be the sum of its six in-plane cosines, which lies between $-3$ and $6$. The lateral energy is $\gamma(V_2+2V_3\cos\theta)$. Summing $p\lambda^{|r|}e^{i\theta r}$ gives the column response, and the disordered state is stable while
\begin{equation}
\frac{k_BT}{p}\,\frac{1-2\lambda\cos\theta+\lambda^2}{1-\lambda^2}
+\gamma(V_2+2V_3\cos\theta)>0 .
\end{equation}
The left side is linear in $\gamma$ and in $\cos\theta$ separately, so its minimum lies at extreme values of both. For $\cos\theta=-1$, the choice $\gamma=6$ gives $k_BT\beta/p-L$, the layer instability, while $\gamma=-3$ gives the stable value $k_BT\beta/p+L/2$. For $\cos\theta=1$, the only possible rival has $\gamma=-3$ and gives $k_BT/(p\beta)-3V_2-6V_3$. Substituting (\ref{eq:main}), this rival is stable at $T_c$ if
\begin{equation}
L/\beta^2>3V_2+6V_3 .
\end{equation}
Here that means $0.12/\beta^2>0.18$, or $\beta<0.82$. The values at $T_c$ are 0.67, 0.43 and 0.38 for $x=1/6$, $1/3$ and $1/2$, so within this approximation the layer wave is the one that becomes unstable at each of the three transitions.

\subsection{Order below the transition}

At half filling, define $s_z=(-1)^z(2n_z-1)$. Apart from terms absorbed by $\mu$, the column energy is $-(V_1/4)s_zs_{z+1}$ per bond and $-(L\eta/2)s_z$ per site. With $K=V_1/4k_BT$ and $b=L\eta/2k_BT$, the bond matrix has diagonal elements $e^{K\pm b}$ and off-diagonal elements $e^{-K}$. Its larger eigenvalue is $\Lambda=e^K\cosh b+\sqrt{e^{2K}\sinh^2b+e^{-2K}}$. The mean of $s$ is $2\eta=\partial\ln\Lambda/\partial b$, so
\begin{equation}
2\eta=\frac{\sinh b}{\sqrt{\sinh^2b+e^{-V_1/k_BT}}}.
\label{eq:order}
\end{equation}
With $m=2\eta$ this is $\sinh b=\beta m/\sqrt{1-m^2}$. Using $b=Lm/4k_BT$ and expanding to third order gives
\begin{equation}
m^2\simeq\frac{L/(4k_BT\beta)-1}{1/2-\beta^2/6}.
\end{equation}
The denominator is positive because $\beta\le1$, and the numerator grows from zero below $T_c$. The order therefore starts continuously, as the square root of the distance from $T_c$ in this approximation. At $0.95T_c$ the rich and poor layers are 72\% and 28\% filled; at $0.80T_c$, 89\% and 11\%.

Away from half filling, continuous order could be pre-empted by separation into two compositions. The column equations were solved at 642 K, which is 0.9 times the $T_c$ of $x=1/3$, for 31 fillings from 0.2 to 0.5. The chemical potential rose at every step, so no such separation appears there.

\subsection{Simulation of the same lattice gas}

Monte Carlo sampling treats all three couplings without mean field. The cause of the layers was examined at 600 K and half filling, with $V_1=0.15$ eV fixed, on a periodic block of $6\times6\times6$ holes started from perfect layers. The table gives the root-mean-square layer order, where 1 is perfect.

\begin{center}
\begin{tabular}{cccc}
$V_2$ (eV) & $V_3$ (eV) & $L$ (eV) & order\\
0 & 0 & 0 & 0.13\\
0.05 & 0.02 & $-0.06$ & 0.09\\
0.02 & 0.02 & 0.12 & 0.92
\end{tabular}
\end{center}

The first value is the chance alignment of independent columns in a small block; the exact result for these columns is also 0.13. In the second row every pair repels, yet the layers melt. They survive in the third, where diagonal repulsion outweighs in-plane repulsion.

To locate the transition, blocks with sides of 6 and 12 holes were compared. At $T_c$ the mean squared order should fall with block size as the power $-1.036$, the value for the three-dimensional Ising class, to which a two-valued layer order with short-range coupling belongs. This gives $T_c=821$ K with a sampling error of 6 K, which does not include the systematic error of using small blocks. Relative to the simulation, equation (\ref{eq:half}) is 11\% high and plain mean field 48\% high. These errors apply to half filling with these energies. Away from half filling equation (\ref{eq:main}) overestimates more strongly: with these energies by roughly a fifth to a quarter at $x=1/3$ and by more than half at $x=1/6$. The values quoted for those fillings are therefore only rough and too high.

\section{Titanium beside the model}

The ordered suboxides near Ti$_6$O, Ti$_3$O and Ti$_2$O share alternating oxygen-rich and oxygen-poor layers, which is the pattern treated here. The round energies are not fitted to them. At $x=1/6$ the predicted 290 K is too low for oxygen to move, so the round energies chosen here do not account for order near Ti$_6$O. Nor do they account for order within the layers. At $x=1/3$, fully separated rich layers are filled to $f=2/3$, and the in-plane wave with $\gamma=-3$ becomes unstable in mean field at $k_BT=3V_2f(1-f)=0.013$ eV, or 155 K. At this filling, in-plane superstructures at annealing temperatures would need a larger $V_2$ within the three-energy model, together with a larger $V_3$ to keep $L$ positive. At $x=1/6$ the model has a further limit. Oxygen can fill alternate holes in one third of the columns, which then stand $\sqrt3\,a=0.511$ nm apart. No pair lies within the first three shells, so the energy is zero whether or not the columns are in step. The three repulsions alone therefore do not single out the fully ordered layers of Ti$_6$O as the state of lowest energy; interactions outside the model must do so.

The assumption most open to doubt is that of three constant pair energies. Oxygen strains the lattice, which couples distant atoms and makes the energies depend on composition. The fourth shell has 2 holes at 0.468 nm and the fifth has 6 at 0.511 nm. Both join layers of the same kind, so repulsion there opposes the layer order. The fifth shell lies within a layer and adds $-6V_5$ to $L$: a trial 0.005 eV there reduces $L$ to 0.09 eV and the half-filling $T_c$ from 908 to 788 K, a shift larger than the fluctuation error. The fourth shell lies within a column, so it weakens the column response and leaves the lateral coupling unchanged. The 869 K in the output for 0.005 eV in this shell comes from subtracting $2V_4$ from $L$, which is a mean-field estimate within the column and overstates the drop: a column solved exactly with both $V_1$ and $V_4$ gives 883 K. If vibrations make $L$ fall by $0.1k_BT$, $T_c$ becomes 878 K.

\section{What to do about it}

\textbf{Calculate the lateral energies.} A large $V_1$ does not establish layer order. The difference $L=12V_3-6V_2$, extended by $-6V_5$ when the fifth shell is included, must be positive. In the approximation used here that is not always enough: the in-plane rival must also be stable at $T_c$. At $x=1/6$ with $V_2=0.03$ and $V_3=0.02$ eV, $L=0.06$ eV is positive, but $\beta\geq2/3$ keeps $L/\beta^2$ at or below 0.135 eV, less than $3V_2+6V_3=0.21$ eV, so the approximation predicts that the in-plane wave forms first. This prediction neglects fluctuations between columns, so such a case needs a simulation. Since $L$ is a difference of sums, small errors in the pair energies are multiplied by the neighbour counts.

\textbf{Allow for fluctuations when fitting.} At half filling a known $T_c$ and $V_1$ give $L=4k_BT_ce^{-V_1/2k_BT_c}$. Inserting the simulated 821 K returns 0.098 eV instead of the true 0.12 eV, an error of 18\%. Where that matters, fit with a simulation.

\textbf{Choose an annealing temperature that permits both order and motion.} With a rough jump barrier of 2.0 eV and an attempt rate of $10^{13}$ s$^{-1}$, the time per jump is $10^{-13}e^{2.0\,\mathrm{eV}/k_BT}$ s. That is about 0.2 s at 821 K and 6300 s, nearly two hours, at 600 K. Growth of ordered regions takes many jumps. For the Ti$_2$O example, a hold somewhat below 821 K followed by slow cooling is therefore useful, whereas a hold at 600 K would be very slow. These temperatures move with the energies and the barrier.

\textbf{Do not expect layers in dilute metal.} At $x=0.01$, the limit (\ref{eq:limit}) with $L=0.12$ eV gives at most $k_BT_c=0.0012$ eV, about 14 K. In an oxidized part with an oxygen gradient, this model places layer order in the oxygen-rich zone near the surface and not in the dilute interior. The numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
rough a, c: 0.295, 0.468 nm
column: distance 0.234 nm, neighbours 2
in-plane: distance 0.295 nm, neighbours 6
diagonal: distance 0.377 nm, neighbours 12
4th shell: distance 0.468 nm, neighbours 2
5th shell: distance 0.511 nm, neighbours 6
V1, V2, V3: 0.15, 0.02, 0.02 eV
lateral strength L: 0.120 eV
x=1/6: kTc 0.02496 eV, Tc 290 K, beta 0.6677
x=1/3: kTc 0.06143 eV, Tc 713 K, beta 0.4341
x=1/2: kTc 0.07824 eV, Tc 908 K, beta 0.3834
x=1/2: Lambert argument 2V1/L 2.500, W 0.9586
x=1/2: sensitivity of Tc to L 0.511, to V1 0.489
x=1/3: Tc limit for infinite V1 928 K
x=1/2: Tc with L times 0.1: 369 K
x=1/2: Tc with L times 0.01: 212 K
x=1/2: plain mean-field kTc 0.1050 eV, Tc 1218 K
x=1/2: plain mean-field Tc, V1 alone 870 K
x=1/2: Monte Carlo Tc 821 K, sampling error 6 K
Monte Carlo Tc / formula Tc: 0.904
plain mean-field Tc / Monte Carlo Tc: 1.484
x=1/2, T=0.95 Tc: rich layer 0.719, poor layer 0.281
x=1/2, T=0.80 Tc: rich layer 0.894, poor layer 0.106
x=1/2, 600 K: layer order from formula model 0.923
columns only: V2 0.0, V3 0.0 eV, L 0.00 eV, rms order at 600 K 0.131
in-plane wins: V2 0.05, V3 0.02 eV, L -0.06 eV, rms order at 600 K 0.086
diagonal wins: V2 0.02, V3 0.02 eV, L 0.12 eV, rms order at 600 K 0.916
columns only: exact finite-ring rms order 0.133
trial distant repulsion: 0.005 eV
x=1/2: Tc with it in 4th shell 869 K
x=1/2: Tc with it in 5th shell 788 K
x=1/2: Tc if L falls by 0.1 kT 878 K
x=1/3: in-plane order in rich layers, mean field 155 K
rough jump barrier 2.0 eV, attempt rate 1e+13 1/s
time per jump at Monte Carlo Tc: 1.9e-01 s
time per jump at 600 K: 6.3e+03 s
\end{verbatim}
